# Loss of Shear Stiffness in Keating Silicon as Bond Bending Vanishes: verification in Python

```python
"""Keating model of diamond-structure silicon: loss of shear stiffness.

Result under test, for bond-stretching constant alpha, bond-bending constant
beta and cubic lattice constant a, with free sublattice shift:
    K = (3 alpha + beta)/(3 a)              bulk modulus
    C' = (C11 - C12)/2 = 2 beta/a           first cubic shear modulus
    C44 = 4 alpha beta/(a (alpha + beta))   second cubic shear modulus
Both shear moduli vanish with beta, while K tends to alpha/a.
Energy per two-atom cell, with d the bond length and r_i the bond vectors:
    3 alpha/(8 d^2) sum_bonds (r_i^2 - d^2)^2
  + 3 beta/(8 d^2) sum_atoms sum_{i<j} (r_i.r_j + d^2/3)^2
Numbers are in eV and angstrom.
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

SIGNS = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
PAIRS = list(combinations(range(4), 2))


def cell_energy(F, w, alpha, beta, a):
    """Full Keating energy of a cell with deformation F and sublattice shift w."""
    d2 = 3 * a**2 / 16
    r = [[sum(F[k][m] * a * s[m] / 4 for m in range(3)) + w[k]
          for k in range(3)] for s in SIGNS]

    def dot(u, v):
        return sum(x * y for x, y in zip(u, v))

    stretch = sum((dot(v, v) - d2)**2 for v in r)
    bend = 2 * sum((dot(r[i], r[j]) + d2 / 3)**2 for i, j in PAIRS)
    return 3 * alpha / (8 * d2) * stretch + 3 * beta / (8 * d2) * bend


# ---- Symbolic Hessian of the enthalpy in six strains and three shifts ----
al, be, a_s, s = sp.symbols("alpha beta a s", positive=True)
p = sp.symbols("p", real=True)
strain = sp.symbols("e1:7", real=True)   # xx, yy, zz, then 2yz, 2xz, 2xy
shift = sp.symbols("w1:4", real=True)
e1, e2, e3, g4, g5, g6 = strain
F_sym = [[s + e1, g6 / 2, g5 / 2],
         [g6 / 2, s + e2, g4 / 2],
         [g5 / 2, g4 / 2, s + e3]]
volume0 = a_s**3 / 4
enthalpy = (cell_energy(F_sym, shift, al, be, a_s)
            + p * volume0 * sp.Matrix(F_sym).det())
variables = list(strain) + list(shift)
at_zero = {v: 0 for v in variables}
hess = sp.hessian(enthalpy, variables).subs(at_zero).applyfunc(sp.factor)


def relaxed_moduli(h):
    """Eliminate the sublattice shift; return moduli and shift response."""
    coupling = h[:6, 6:]
    response = -h[6:, 6:].inv() * coupling.T
    return (h[:6, :6] + coupling * response) / volume0, response


free = hess.subs({s: 1, p: 0})
C, response = relaxed_moduli(free)


def is_zero(expression):
    return sp.simplify(expression) == 0


K_formula = (3 * al + be) / (3 * a_s)
Cp_formula = 2 * be / a_s
C44_formula = 4 * al * be / (a_s * (al + be))
zeta_formula = (al - be) / (al + be)
clamped_formula = (al + be) / a_s
assert is_zero((C[0, 0] + 2 * C[0, 1]) / 3 - K_formula)
assert is_zero((C[0, 0] - C[0, 1]) / 2 - Cp_formula)
assert is_zero(C[5, 5] - C44_formula)
assert is_zero(free[5, 5] / volume0 - clamped_formula)
assert is_zero(response[2, 5] + a_s * zeta_formula / 4)

# Without bending there are exactly five soft directions, all traceless.
soft = np.array(free.subs({al: 1, be: 0, a_s: 1}).tolist(), dtype=float)
values, vectors = np.linalg.eigh(soft)
null = np.abs(values) < 1e-12 * values.max()
soft_count = int(null.sum())
assert soft_count == 5
assert np.max(np.abs(vectors[:3, null].sum(axis=0))) < 1e-10

# ---- Shear curvature under hydrostatic pressure ----
p_equilibrium = -(s**2 - 1) * (3 * al + be) / (2 * a_s * s)
slope = sp.diff(enthalpy, e1).subs(at_zero)
assert is_zero(slope.subs(p, p_equilibrium))
C_press, _ = relaxed_moduli(hess.subs(p, p_equilibrium).applyfunc(sp.factor))
assert is_zero((C_press[0, 0] - C_press[0, 1]) / 2
               - (2 * be * s**2 / a_s - p_equilibrium * s))
c44_pressure = sp.lambdify((al, be, a_s, s), C_press[5, 5], "math")
pressure_of_s = sp.lambdify((al, be, a_s, s), p_equilibrium, "math")
for s_test in (1 - 2e-4, 1 - 5e-4):
    p_test = pressure_of_s(1.0, 1e-3, 1.0, s_test)
    # neglected terms are of second order in beta and p, about 1e-6 to 1e-5
    assert abs(c44_pressure(1.0, 1e-3, 1.0, s_test)
               - (4e-3 - 2 * p_test)) < 2e-5

# ---- Finite shear without bending stiffness ----
rng = np.random.default_rng(4)
quads = rng.normal(size=(20000, 4, 3))
quads /= np.linalg.norm(quads, axis=2)[:, :, None]
cells = np.abs(np.linalg.det(quads[:, 1:] - quads[:, :1]))
regular = np.array(SIGNS) / np.sqrt(3)
regular_cell = abs(np.linalg.det(regular[1:] - regular[:1]))
assert cells.max() <= regular_cell * (1 + 1e-12)
e_test = 0.01
F_iso = np.diag([1 + e_test, 1 - e_test, 1.0]) / (1 - e_test**2)**(1 / 3)
quartic = cell_energy(F_iso, [0, 0, 0], 1.0, 0.0, 1.0) / 0.25 / e_test**4
assert abs(quartic / 2 - 1) < 1e-3   # next term is relative order e^2


# ---- Phonons from separately built linear bond and angle forms ----
def force_matrix(q, alpha, beta, a):
    """Force-constant matrices for an array of wavevectors q."""
    b = a * np.array(SIGNS) / 4
    d2 = 3 * a**2 / 16
    phase = np.exp(1j * q @ b.T)
    eye = np.eye(3)
    result = np.zeros((len(q), 6, 6), complex)

    def add(form, stiffness):
        result[:] += (2 * stiffness * np.conj(form)[:, :, None]
                      * form[:, None, :])

    for centre in (0, 1):
        bonds = b if centre == 0 else -b
        factor = phase if centre == 0 else phase.conj()
        relative = []
        for i in range(4):
            delta = np.zeros((len(q), 3, 6), complex)
            own, other = 3 * centre, 3 * (1 - centre)
            delta[:, :, own:own + 3] = -eye
            delta[:, :, other:other + 3] = factor[:, i, None, None] * eye
            relative.append(delta)
        if centre == 0:   # each bond is counted once
            for i in range(4):
                add(2 * np.einsum("k,nkc->nc", bonds[i], relative[i]),
                    3 * alpha / (8 * d2))
        for i, j in PAIRS:
            add(np.einsum("k,nkc->nc", bonds[i], relative[j])
                + np.einsum("k,nkc->nc", bonds[j], relative[i]),
                3 * beta / (8 * d2))
    return result


def mode_stiffness(q, alpha, beta, a):
    """Eigenvalues M omega^2 in ascending order."""
    return np.linalg.eigvalsh(force_matrix(np.atleast_2d(q), alpha, beta, a))


# Example inputs: rough typical silicon values
alpha0, beta0, a0 = 3.0, 0.85, 5.43
mass_u, temperature = 28.09, 300.0
d0 = np.sqrt(3) * a0 / 4
to_GPa = const.e / const.angstrom**3 / 1e9
mass = mass_u * const.atomic_mass
hbar2_over_M = const.hbar**2 / (mass * const.e * const.angstrom**2)
kT = const.k * temperature / const.e
moduli = sp.lambdify((al, be, a_s), [K_formula, Cp_formula, C44_formula,
                                     clamped_formula, zeta_formula], "math")
K0, Cp0, C440, clamped0, zeta0 = moduli(alpha0, beta0, a0)

# Long sound waves measure the relaxed shear moduli independently.
q_small = 0.01 / a0
sound_100 = mode_stiffness([q_small, 0, 0], alpha0, beta0, a0)[0]
sound_110 = mode_stiffness(np.array([1, 1, 0]) * q_small / np.sqrt(2),
                           alpha0, beta0, a0)[0]
sound_unit = q_small**2 * a0**3 / 8
assert np.allclose(sound_100[:2] / sound_unit, C440, rtol=1e-4)
assert np.isclose(sound_110[0] / sound_unit, Cp0, rtol=1e-4)
gamma = mode_stiffness([0, 0, 0], alpha0, beta0, a0)[0]
assert np.allclose(gamma[3:], 8 * (alpha0 + beta0), rtol=1e-10)

primitive = a0 / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = 2 * np.pi * np.linalg.inv(primitive).T
q_random = rng.uniform(0.1, 0.9, size=(100, 3)) @ reciprocal
unbent = mode_stiffness(q_random, alpha0, 0.0, a0)
assert np.max(np.abs(unbent[:, :2])) < 1e-11 * unbent.max()
assert np.min(unbent[:, 2]) > 1e-4 * unbent.max()
q_X = np.array([2 * np.pi / a0, 0, 0])
ta_a = mode_stiffness(q_X, alpha0, 1e-3, a0)[0, 0]
ta_b = mode_stiffness(q_X, alpha0, 2.5e-4, a0)[0, 0]
assert abs(ta_a / ta_b / 4 - 1) < 0.01


def phonon_meV(stiffness):
    return 1e3 * np.sqrt(max(stiffness, 0.0) * hbar2_over_M)


def mean_square(beta, n):
    """Equilibrium mean-square displacement per atom on a shifted grid."""
    axis = (np.arange(n) + 0.5) / n
    grid = np.stack(np.meshgrid(axis, axis, axis), -1).reshape(-1, 3)
    energy = np.sqrt(hbar2_over_M * mode_stiffness(grid @ reciprocal,
                                                   alpha0, beta, a0))
    terms = hbar2_over_M / (2 * energy) / np.tanh(energy / (2 * kT))
    return terms.sum() / (2 * len(grid))


def rms_displacement(beta):
    """Remove the leading 1/n grid error caused by long acoustic waves."""
    coarse = 2 * mean_square(beta, 12) - mean_square(beta, 6)
    fine = 2 * mean_square(beta, 16) - mean_square(beta, 8)
    assert abs(coarse / fine - 1) < 0.03
    return np.sqrt(fine)


# ---- Printed example ----
print("INPUTS (silicon, rough typical values)")
print(f"alpha = {alpha0:.2f} eV/A^2")
print(f"beta0 = {beta0:.2f} eV/A^2")
print(f"lattice constant a = {a0:.2f} A")
print(f"bond length d = {d0:.3f} A")
print(f"atomic mass = {mass_u:.2f} u")
print(f"temperature = {temperature:.0f} K")
print("MODULI in eV/A^3, zeta without unit, TA(X) phonon in meV")
for ratio in (1.0, 0.5, 0.1, 0.02, 0.0):
    K, Cp, C44, clamped, zeta = moduli(alpha0, ratio * beta0, a0)
    ta = mode_stiffness(q_X, alpha0, ratio * beta0, a0)[0, 0]
    ta = 0.0 if abs(ta) < 1e-10 else ta   # rounding residue of a zero mode
    print(f"beta/beta0 = {ratio:.2f}: K = {K:.4f}, C' = {Cp:.4f}, "
          f"C44 = {C44:.4f}")
    print(f"   clamped C44 = {clamped:.4f}, zeta = {zeta:.3f}, "
          f"TA(X) = {phonon_meV(ta):.2f}")
K_end = moduli(alpha0, 0.0, a0)[0]
print("MAIN RESULTS CONVERTED")
print(f"at beta0: K = {K0 * to_GPa:.1f} GPa, C' = {Cp0 * to_GPa:.1f} GPa, "
      f"C44 = {C440 * to_GPa:.1f} GPa")
print(f"at beta = 0: K = {K_end * to_GPa:.1f} GPa")
print(f"bulk modulus kept at beta = 0: {100 * K_end / K0:.1f} %")
print(f"soft homogeneous directions at beta = 0: {soft_count}")
print(f"zone-centre optical phonon at beta0 = {phonon_meV(gamma[3]):.1f} meV")

print("SIZE OF NEGLECTED EFFECTS")
p_example = 1.0 / to_GPa
print(f"chosen pressure 1 GPa = {p_example:.5f} eV/A^3")
print("beta/beta0 at which it removes shear stability (leading order) = "
      f"{p_example * a0 / (2 * beta0):.4f}")
beta_low = 0.1 * beta0
s44 = brentq(lambda x: c44_pressure(alpha0, beta_low, a0, x), 0.93, 1.0)
s_prime = brentq(lambda x: 2 * beta_low * x / a0
                 - pressure_of_s(alpha0, beta_low, a0, x), 0.93, 1.0)
p44 = pressure_of_s(alpha0, beta_low, a0, s44)
p_prime = pressure_of_s(alpha0, beta_low, a0, s_prime)
assert abs(p44 / p_prime - 1) < 0.1
print(f"beta/beta0 = 0.10: C' lost at {p_prime:.4f} eV/A^3, "
      f"C44 lost at {p44:.4f} eV/A^3")
K_soft = moduli(0.8 * alpha0, 0.0, a0)[0]
print(f"K at beta = 0 with alpha also 20 % lower = {K_soft:.4f} eV/A^3")
ta_full = phonon_meV(mode_stiffness(q_X, alpha0, beta0, a0)[0, 0])
ta_rough = 19.0
print(f"rough measured TA(X) size (input) = {ta_rough:.0f} meV")
print(f"model TA(X) / rough measured size = {ta_full / ta_rough:.1f}")
for ratio in (1.0, 0.1, 0.02):
    rms = rms_displacement(ratio * beta0)
    print(f"beta/beta0 = {ratio:.2f}: harmonic rms displacement = "
          f"{rms:.3f} A = {100 * rms / d0:.1f} % of d")
cross = np.sqrt(2 * 0.02 * beta0 / alpha0)
print(f"beta/beta0 = 0.02: quartic cost equals quadratic at e = {cross:.3f}")
speed = np.sqrt(const.k * temperature / mass) * 1e-5
print(f"thermal speed in the two free branches = {speed:.5f} A/fs")
print(f"free drift time over d/10 = {0.1 * d0 / speed:.0f} fs")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (silicon, rough typical values)
alpha = 3.00 eV/A^2
beta0 = 0.85 eV/A^2
lattice constant a = 5.43 A
bond length d = 2.351 A
atomic mass = 28.09 u
temperature = 300 K
MODULI in eV/A^3, zeta without unit, TA(X) phonon in meV
beta/beta0 = 1.00: K = 0.6047, C' = 0.3131, C44 = 0.4879
   clamped C44 = 0.7090, zeta = 0.558, TA(X) = 31.81
beta/beta0 = 0.50: K = 0.5786, C' = 0.1565, C44 = 0.2742
   clamped C44 = 0.6308, zeta = 0.752, TA(X) = 22.49
beta/beta0 = 0.10: K = 0.5577, C' = 0.0313, C44 = 0.0609
   clamped C44 = 0.5681, zeta = 0.945, TA(X) = 10.06
beta/beta0 = 0.02: K = 0.5535, C' = 0.0063, C44 = 0.0125
   clamped C44 = 0.5556, zeta = 0.989, TA(X) = 4.50
beta/beta0 = 0.00: K = 0.5525, C' = 0.0000, C44 = 0.0000
   clamped C44 = 0.5525, zeta = 1.000, TA(X) = 0.00
MAIN RESULTS CONVERTED
at beta0: K = 96.9 GPa, C' = 50.2 GPa, C44 = 78.2 GPa
at beta = 0: K = 88.5 GPa
bulk modulus kept at beta = 0: 91.4 %
soft homogeneous directions at beta = 0: 5
zone-centre optical phonon at beta0 = 67.7 meV
SIZE OF NEGLECTED EFFECTS
chosen pressure 1 GPa = 0.00624 eV/A^3
beta/beta0 at which it removes shear stability (leading order) = 0.0199
beta/beta0 = 0.10: C' lost at 0.0307 eV/A^3, C44 lost at 0.0313 eV/A^3
K at beta = 0 with alpha also 20 % lower = 0.4420 eV/A^3
rough measured TA(X) size (input) = 19 meV
model TA(X) / rough measured size = 1.7
beta/beta0 = 1.00: harmonic rms displacement = 0.114 A = 4.9 % of d
beta/beta0 = 0.10: harmonic rms displacement = 0.288 A = 12.3 % of d
beta/beta0 = 0.02: harmonic rms displacement = 0.623 A = 26.5 % of d
beta/beta0 = 0.02: quartic cost equals quadratic at e = 0.106
thermal speed in the two free branches = 0.00298 A/fs
free drift time over d/10 = 79 fs
ALL CHECKS PASSED
```
